# Why negative ions can seed powder in silane discharges

Q: My silane discharge makes powder, and I am told that it starts from negative ions because the plasma is positive. Why is the plasma positive at all?

A: Because electrons reach the walls more easily than ions. Take a slab of plasma between two walls, with a sheath at each in which I neglect collisions, and write temperatures in eV, so that $eT$ is an energy. The electrons are Maxwellian at $T_e$; the ions are given the gas temperature $T$. Let the wall lie a voltage $V$ below the sheath edge. Of the electrons (mass $m$, density $n$), those with $\tfrac12mv^2>eV$ towards the wall arrive, and their flux is

$$\int_{\sqrt{2eV/m}}^{\infty} v\,n\sqrt{\frac{m}{2\pi eT_e}}\,e^{-mv^2/2eT_e}\,dv=n\sqrt{\frac{eT_e}{2\pi m}}\;e^{-V/T_e}.$$

The cations (mass $M$) enter the sheath at a speed $u$, which I find by asking that the sheath be positively charged. Inside it their flux $nu$ is constant, so $dn/n=-du/u$. Their momentum balance is $Mu\,du=-e\,d\Phi-eT\,dn/n$. Putting $du=-u\,dn/n$ into it gives

$$\frac{dn}{n}=\frac{e\,d\Phi}{Mu^2-eT},\qquad\text{while for electrons}\qquad \frac{dn_e}{n_e}=\frac{d\Phi}{T_e}.$$

The potential $\Phi$ falls towards the wall, and the cation density must not fall faster than the electron density. Hence $Mu^2\ge e(T_e+T)$. I take the equality, the Bohm speed $u_B=\sqrt{e(T_e+T)/M}$.

An insulated wall draws no net current. Equating the two fluxes gives

$$V=T_e\ln\frac{\sqrt{eT_e/2\pi m}}{u_B}=\frac{T_e}{2}\ln\frac{M\,T_e}{2\pi m\,(T_e+T)}.$$

The large mass ratio makes $V$ positive. For $M=31$ u, $T_e=2.5$ eV and gas at 400 K ($T=0.0345$ eV), $V=11.4$ V. That is 4.5 times $T_e$, but 330 times $T$.

Q: My electrodes are driven at 13.56 MHz. Does the barrier survive the swing?

A: In this model it rises. Let the sheath voltage be $\bar V+V_1\sin\omega t$. Averaged over a cycle, the electron flux contains $e^{-\bar V/T_e}I_0(V_1/T_e)$, where $I_0(z)$ is the average of $e^{z\sin\theta}$ over the phase. This must equal the earlier factor $e^{-V/T_e}$, so $\bar V=V+T_e\ln I_0(V_1/T_e)$. For $V_1=50$ V the mean is 55.3 V, and the minimum is still about 5 V.

The anions respond to the mean. Without friction, a field of amplitude $E$ moves an ion by $eE/M\omega^2$, which is 0.43 µm for 10 V/cm in the plasma.

Q: How often does an ion meet a silane molecule? Does its sign matter?

A: Not for the long-range attraction. The ion polarises the molecule, and the energy is $-C/r^4$ with $C=\alpha' e^2/8\pi\epsilon_0$, where $\alpha'$ is the polarisability volume. The charge enters squared. At relative energy $E_r$ and impact parameter $b$, the effective potential is

$$U(r)=\frac{E_rb^2}{r^2}-\frac{C}{r^4}.$$

Setting $U'=0$ gives $r^2=2C/(E_rb^2)$, and there $U=E_r^2b^4/4C$. The ion passes this barrier if $U<E_r$, that is, if $b^2<2\sqrt{C/E_r}$. With $E_r=\tfrac12\mu v^2$ and reduced mass $\mu$, the capture coefficient is

$$k_L=v\,\pi b^2=2\pi v\sqrt{\frac{2C}{\mu v^2}}=2\pi e\sqrt{\frac{\alpha'}{4\pi\epsilon_0\mu}}.$$

The speed has cancelled. With rough silane-like values, $\alpha'=5$ Å$^3$ and a molecular mass of 32 u, $k_L=1.32\times10^{-9}$ cm$^3$/s. At 0.1 Torr and 400 K the gas density is $n_g=2.41\times10^{15}$ cm$^{-3}$, so the capture frequency is $\nu_c=n_gk_L=3.19\times10^6$ s$^{-1}$ for either sign.

Q: Then the difference must lie in how long they stay. How long does a cation last?

A: Assume that each capture randomises the relative velocity. An ion drifting at speed $w$ then loses momentum $\mu w$ per capture on average. The balance $eE=\mu\nu_cw$ gives the mobility $K=e/(\mu\nu_c)$, and the Einstein relation gives $D=KT$.

Suppose first that anions are too few to affect the field. Electrons follow $n_e\propto e^{\Phi/T_e}$, so $E=-\Phi'=-T_e\,n_e'/n_e$. For cations distributed in proportion to $n_e$, the flux is

$$\Gamma_+=Kn_+E-KTn_+'=-K(T_e+T)\,n_+'\equiv-D_a n_+'.$$

In the steady plasma, ionisation proportional to $n_e$ balances this loss: $D_an_e''+\nu_i n_e=0$. The symmetric solution is $n_e\propto\cos kx$. Now follow the cations present at one moment. They obey $\partial n_+/\partial t=D_an_+''$, keep the cosine shape, and decay at the rate

$$\nu_+=D_ak^2,\qquad D_ak\tan ka=u_B.$$

The second equation sets $-D_an_+'=u_Bn_+$ at the sheath edge $x=a$. For $2a=2.5$ cm, $D_a=4.88\times10^4$ cm$^2$/s and $ka=1.381$. Therefore

$$\nu_+=4.88\times10^4\times(1.381/1.25)^2\ \mathrm{s^{-1}}=5.95\times10^4\ \mathrm{s^{-1}},$$

a lifetime of 17 µs. A cation makes $N_+=\nu_c/\nu_+\approx54$ captures before it is lost.

Q: And an anion in the same field?

A: Reverse the force and change nothing else:

$$\Gamma_-=-Kn_-E-KTn_-'=KT_e\frac{n_e'}{n_e}n_--KTn_-'.$$

This flux can vanish. It does so when $n_-'/n_-=\eta\,n_e'/n_e$ with $\eta=T_e/T$, that is, when $n_-\propto\cos^\eta kx$. Here $\eta=72.5$. Near the centre $\cos^\eta kx\approx e^{-\eta k^2x^2/2}$, a cloud with an rms half-width $1/(k\sqrt\eta)$ of about 1.1 mm.

To find the leak, write $n_-=g(x)\cos^\eta kx$. The terms containing $\eta$ cancel, leaving $\Gamma_-=-D\cos^\eta(kx)\,g'$. Let me be pessimistic and remove every anion that reaches the sheath edge, so that $g(a)=0$. If the leak is slow, $\Gamma_-$ is nearly constant outside the cloud, and integration of $g'$ gives

$$g(0)=\frac{\Gamma_-}{Dk}B,\qquad B=\int_0^{ka}\frac{d\theta}{\cos^{\eta}\theta}.$$

Half the slab contains about $g(0)A/k$ anions per unit area, where $A=\int_0^{ka}\cos^\eta\theta\,d\theta$. The escape rate is the flux divided by this content:

$$\nu_{\rm esc}=\frac{Dk^2}{AB}.$$

For the example it is about $10^{-46}$ s$^{-1}$. The exponent is sensitive to details of the model, but the leak is negligible. The gentle 4.2 V drop between the centre and the sheath edge suffices, and the sheath adds its own barrier. I tested the formula at $\eta=6$ and 8, where the leak is measurable, against the slowest decay rate of the discretised drift-diffusion equation with the same $ka$; they agreed within 5%.

Q: So anions live for ever?

A: No, something in the volume ends them. The basic process is neutralisation by a cation, at the rate $\nu_-=k_{\rm rec}n_+$. With rough values $k_{\rm rec}=10^{-7}$ cm$^3$/s and $n_+=3\times10^9$ cm$^{-3}$, this is 300 s$^{-1}$, a lifetime of 3.3 ms. Then

$$N_-=\frac{\nu_c}{\nu_-}=\frac{3.19\times10^6}{300}\approx1.06\times10^4,\qquad \frac{N_-}{N_+}=\frac{\nu_+}{\nu_-}\approx200.$$

The advantage is conditional. It requires $k_{\rm rec}n_+$, plus any other anion loss, to be smaller than $\nu_+$. With neutralisation alone and all other settings fixed, it would disappear at $n_+=\nu_+/k_{\rm rec}\approx6\times10^{11}$ cm$^{-3}$.

The anions must also stay cold. Keeping $K$ and $k$ fixed, and still ignoring the sheath barrier, their leak would match neutralisation if their temperature were about 0.6 eV.

Q: Is the factor of 200 due to holding anions in or to pushing cations out?

A: Compare both with an uncharged particle that has the same $D$ and sticks at the sheath edge. Its slowest profile is $\cos(\pi x/2a)$, and its lifetime is $(2a/\pi)^2/D=0.96$ ms. The cation lives 57 times shorter, the anion 3.5 times longer. Most of the ratio in this example therefore comes from the expulsion of cations. Confinement removes the wall loss of anions, but neutralisation limits the gain. The argument favours anions over cations; it does not rule out growth through neutral radicals.

Q: If I raise the pressure, does the anion advantage grow?

A: Both ions make more captures, but the ratio falls. Keep the temperatures, the slab width and $n_+$ fixed. When $u_Ba/D_a$ is large, $ka$ approaches $\pi/2$ and $k$ hardly changes. Since $\nu_c\propto n_g$ and $D_a\propto1/n_g$, we have $N_+\propto n_g^2$ but $N_-\propto n_g$, so $N_-/N_+\propto1/n_g$. The example has not quite reached this limit: from 0.1 to 0.2 Torr the ratio falls from 198 to 112. In the opposite limit $\tan ka\approx ka$, and the edge condition gives $D_ak^2=u_B/a$, independent of pressure. There an ion makes few captures on its way out, so diffusion no longer describes it well; including its inertia changes the limit to about $0.57\,u_B/a$, still independent of pressure.

Q: Ten thousand collisions are not ten thousand growth steps.

A: No. Let a capture lead to growth with probability $\gamma$, and take all rates as constant along the chain. Growth at rate $\gamma\nu_c$ competes with loss at rate $\nu$. The next event is growth with probability $\gamma\nu_c/(\gamma\nu_c+\nu)=\gamma N/(1+\gamma N)$, where $N=\nu_c/\nu$. The chance of at least $j$ steps before loss is

$$P_j=\left(\frac{\gamma N}{1+\gamma N}\right)^{j}.$$

Take $\gamma=10^{-3}$, an assumed value, for both signs. An anion averages 10.6 steps and a cation 0.054. For thirty steps,

$$P_{30}^-=\left(\frac{10.62}{11.62}\right)^{30}\approx0.07,\qquad P_{30}^+\approx10^{-39}.$$

With this small $\gamma$, the power $j$ turns a moderate ratio of lifetimes into an enormous ratio of long chains. If $\gamma N$ were much larger than $j$ for both signs, both would usually complete the chain and the ratio would be close to one.

Chemistry can undo this. If cations react with $\gamma_+=0.1$ while $\gamma_-$ stays at $10^{-3}$, then $P_{30}^+\approx0.006$, about a tenth of the anion value. The two become equal when $\gamma_-/\gamma_+=N_+/N_-\approx0.005$. Confinement thus gives anions time to grow; whether they seed the powder also depends on reaction probabilities, which the electrostatics does not supply. "Loss" here means loss of the ion's charge. A neutralised cluster still exists, and any later growth is not counted.

Q: My discharge may hold more anions than electrons. Does that ruin the picture?

A: It weakens the central field. Let the anions also follow their zero-flux law, $n_-\propto e^{\Phi/T}$, with $n_+=n_e+n_-$. Then $n_+'=\Phi'(n_e/T_e+n_-/T)$, and the cation flux becomes

$$\Gamma_+=-K\Phi'n_+-KTn_+'=-K\Phi'\left[n_e\left(1+\frac{T}{T_e}\right)+2n_-\right].$$

For a given flux, a larger $n_-$ means a smaller field. Solving this with ionisation proportional to $n_e$ and the same edge condition gives a mean cation lifetime of 20 µs when the central ratio $n_-/n_e$ is 1, and 43 µs when it is 5. The anions remain in the core, and cations leave more slowly.

The sheath barrier is robust too. Let electrons be a fraction $f$ of the negative charge at the sheath edge. Their flux is multiplied by $f$, and in the Bohm argument $1/T_e$ becomes $f/T_e+(1-f)/T$, which lowers the entry speed. For the small $f$ considered here the sheath then stays positive throughout; at $f=0.5$, for example, this condition at the edge would not be enough. At $f=1\%$ the barrier is still 4.4 V. When the barrier is nearly gone, anions reach the wall too. At $V=0$ their flux is $(1-f)n\sqrt{eT/2\pi M}$, with $n$ the total negative density at the sheath edge, and it adds to that of the electrons. With this counted, the barrier vanishes near $f=0.13\%$, if $T_e$ stays at 2.5 eV.

Q: How close is all this to a real reactor?

A: The pressure, temperatures, gap and charge density are meant as rough values for a low-power silane deposition discharge. The coefficients for neutralisation and for detachment by electrons are assumed, order-of-magnitude values. Real discharges break the assumption that neutralisation is the sole anion loss. Hydrogen atoms can detach the electron: an assumed density of $5\times10^{11}$ cm$^{-3}$, with every capture counted as a detachment, adds 972 s$^{-1}$. Detachment by electrons, with an assumed coefficient of $10^{-7}$ cm$^3$/s and as many electrons as cations, adds 300 s$^{-1}$. Combining these with the 43 µs cation lifetime gives

$$\frac{N_-}{N_+}=\frac{1}{(300+972+300)\ \mathrm{s^{-1}}\times43.1\ \mathrm{\mu s}}\approx15.$$

So the factor of 200 belongs to the simple model, and 15 is one unfavourable estimate, not a lower bound.

The factor of 200 also needs very little electron attachment, because long-lived anions accumulate. Let $\beta$ anions be made for each cation. In a steady state the total numbers of anions and cations are in the ratio $\beta$ times the ratio of their lifetimes, and neutrality keeps this below one. Hence $N_-/N_+<1/\beta$. With neutralisation as the only anion loss and a central $n_+$ of $3\times10^9$ cm$^{-3}$, the central $n_-/n_e$ already reaches 1 at $\beta\approx10^{-3}$.

Some smaller corrections are left out of these estimates. The field heats the cations to a few tenths of an eV near the sheath edge, which lowers the wall barrier by only about 0.1 V. The sheaths are 1 to 3 mm thick at 11.4 V and 4 to 7 mm at 55 V, depending on where the edge is placed, so a cation is captured up to two or three times inside them, and that friction is neglected. In a fluid estimate, ion inertia lowers $\nu_+$ of the simple model by 18%, to $4.9\times10^4$ s$^{-1}$. Glancing collisions, which are not captures, also transfer momentum and add about $0.21\,k_L$ to the momentum-transfer coefficient. With captures that randomise the velocity, as assumed here, the total is 1.21 times $k_L$ and the mobility falls by about 17%. If a captured ion is instead reflected from a small hard core, captures contribute only $0.90\,k_L$, the total is 1.105 times $k_L$, and the mobility falls by about 10%.

Q: Could I then stop the powder by pulsing the discharge?

A: The mechanism suggests it, under conditions. When the power goes off, the electrons cool. Once $T_e=T$, the sheath barrier is only $4.2\,T$ instead of $330\,T$, and a fraction $e^{-4.2}\approx1.5\%$ of the anion flux arriving at the sheath edge can cross it. When the electrons have gone, positive and negative ions of similar mass and temperature remain, and nothing favours a positive plasma.

The off-time must allow for the loss of the electrons and then for ion transport to the wall. The 0.96 ms of the uncharged particle indicates the scale of the second part; I have not calculated the first. The pulse must also come while the clusters are small, since the mobility used here is that of a light ion. The numerical output gives the remaining intermediate values.

## Numbers as computed

```
gas pressure: 0.1 Torr
gas temperature: 400 K
gas temperature as energy: 0.03447 eV
electron temperature: 2.5 eV
Te/Tg: 72.53
distance between sheath edges: 2.5 cm
cation density: 3e+09 cm^-3
neutralisation coefficient: 1e-07 cm^3/s
polarisability volume of molecule: 5 A^3
ion mass: 31 u
molecule mass: 32 u
gas density: 2.414e+15 cm^-3
capture coefficient: 1.32e-09 cm^3/s
capture frequency: 3.186e+06 1/s
floating-wall sheath barrier: 11.36 V
that barrier / Tg: 329.7
rf sheath amplitude: 50 V
mean barrier with rf: 55.34 V
barrier, electrons 1% of negative charge: 4.35 V
electron share where barrier vanishes: 0.001258
barrier/Tg after electrons cool to Tg: 4.206
ion mobility: 1.923e+04 cm^2/Vs
ambipolar diffusion coefficient: 4.875e+04 cm^2/s
Bohm speed: 2809 m/s
k*a: 1.381
edge/centre density h: 0.1884
presheath drop: 4.174 V
cation wall-loss rate: 5.952e+04 1/s
same from discretised operator: 5.952e+04 1/s
cation lifetime: 16.8 us
log10 anion presheath escape rate in 1/s: -46.27
rms half-width of anion cloud: 1.06 mm
anion neutralisation rate: 300 1/s
anion lifetime: 3.333 ms
uncharged particle, same D: lifetime: 0.955 ms
collisions per cation: 53.52
collisions per anion: 1.062e+04
anion/cation collision ratio: 198.4
break-even gamma_minus/gamma_plus: 0.00504
break-even cation density: 5.95e+11 cm^-3
anion temperature for equal wall loss: 0.58 eV
growth probability per collision: 0.001
mean growth steps, anion: 10.62
mean growth steps, cation: 0.05352
chance of 30 steps, anion: 0.0672
chance of 30 steps, cation: 1.5e-39
chance of 30 steps, cation, gamma=0.1: 0.00587
momentum transfer/capture coefficient: 1.105
cation loss rate with inertia: 4.89e+04 1/s
cation lifetime, central n-/ne = 1: 20.2 us
cation lifetime, central n-/ne = 5: 43.1 us
assumed H density: 5e+11 cm^-3
detachment rate by H, upper estimate: 972 1/s
assumed electron detachment coefficient: 1e-07 cm^3/s
detachment rate by electrons: 300 1/s
collision ratio, unfavourable case: 14.8
rf angular frequency/capture frequency: 26.7
anion rf excursion at 10 V/cm: 0.43 um
```
